# Why the static Coulomb hole doubles at large wave vector

A calculation of quasiparticle levels in a large cell must decide whether to pay for the sum over empty states in the GW self-energy or to use static COHSEX, which removes that sum by closure. In the model studied here, the static error lies mostly in the Coulomb-hole term. In the electron gas at $r_s=4$, COHSEX puts the Fermi-surface self-energy 1.50 eV too low relative to on-shell $G_0W_0$, and 97% of that error is in the Coulomb hole. Resolved in the transferred wave vector $q$, the static Coulomb hole is correct as $q\to0$ and twice too large as $q\to\infty$. The enhanced static approximation of Kang and Hybertsen keeps the closure and rescales the term by a function of $q$. The factor two is the large-$q$ limit of the $q$-resolved term, and the overestimate integrated over $q$ at the Fermi surface is near 1.3.

### The two terms and the static step

Hartree atomic units are used. The system is the unpolarized gas with density $n=k_F^3/3\pi^2$, $\varepsilon_k=k^2/2$, occupations $n_p$, $v=4\pi/q^2$ and $\omega_p^2=4\pi n$, so $vn=\omega_p^2/q^2$. The level of theory is $G_0W_0$ with RPA screening, $W=v/(1-v\chi_0)$, $W_c=W-v$, and real parts are taken.

With $e=\varepsilon_{p+q}-\varepsilon_p=q^2/2+\mathbf p\cdot\mathbf q$, the retarded free response is
$$\chi_0(q,\omega)=2\int\!\frac{d^3p}{(2\pi)^3}\,n_p(1-n_{p+q})\left[\frac1{\omega-e+i\eta}-\frac1{\omega+e+i\eta}\right].$$
The term $n_pn_{p+q}$ drops out, because $\mathbf p\to-\mathbf p-\mathbf q$ leaves it unchanged and reverses $e$, in which the bracket is odd. Set $p_z=k_Ft$ along $\mathbf q$, $z=q/2k_F$, $u=\omega/qk_F$, so $e=qk_F(z+t)$. The disc at fixed $t$ has area $\pi k_F^2(1-t^2)$, which gives
$$\chi_0=-\frac{N}{8z}\,[g(z+u)+g(z-u)],\qquad g(w)=\int_{-1}^{1}\!\frac{1-t^2}{w+t}\,dt,\qquad N=\frac{k_F}{\pi^2}.$$
Since $(1-t^2)/(w+t)=(1-w^2)/(w+t)+w-t$, the principal value is $g=2w+(1-w^2)\ln|(w+1)/(w-1)|$.

The loss spectrum $B(q,\omega)=-\mathrm{Im}\,W/\pi=-v^2\,\mathrm{Im}\chi_0/(\pi|1-v\chi_0|^2)$ is non-negative for $\omega>0$. $W_c$ is analytic in the upper half plane and decays, and its imaginary part is odd in $\omega$, so the dispersion relation reads
$$W_c(q,\omega)=\int_0^\infty\!d\omega'\,\frac{2\omega'B(q,\omega')}{\omega^2-\omega'^2},\qquad W_c(q,0)=-2\int_0^\infty\!d\omega'\,\frac{B}{\omega'}.$$
At large $\omega$ the bracket in $\chi_0$ tends to $2e/\omega^2$, so $\chi_0\to nq^2/\omega^2$ and $W_c\to v\omega_p^2/\omega^2$. Comparison gives the f-sum rule $\int\omega'B\,d\omega'=v\omega_p^2/2$.

For each $\mathbf q$ the correlation self-energy is $i\int\frac{d\omega}{2\pi}W_c(\omega)/(a-\omega\pm i\eta)$ with $a=E-\varepsilon_{k-q}$, the upper sign for an empty intermediate state, and the time-ordered $W_c=\int B\,[(\omega-\omega'+i\eta)^{-1}-(\omega+\omega'-i\eta)^{-1}]$. For an empty state the pole of $G_0$ lies above the axis. Closing below picks up $\omega=\omega'$ with the factor $(i/2\pi)(-2\pi i)=1$ and gives $\int B/(a-\omega')$. For an occupied state one closes above, on $\omega=-\omega'$ with residue $-B$ and factor $-1$, and finds $\int B/(a+\omega')$. The identity $1/(a+\omega')=1/(a-\omega')-2\omega'/(a^2-\omega'^2)$ turns the latter into $\int B/(a-\omega')-W_c(a)$. Adding bare exchange $-n_{k-q}v$,
$$\Sigma_{\rm SEX}=-\int\!\frac{d^3q}{(2\pi)^3}\,n_{k-q}W(q,E-\varepsilon_{k-q}),\qquad \Sigma_{\rm COH}=\int\!\frac{q^2dq}{2\pi^2}\,C_{\rm dyn}(q),$$
$$C_{\rm dyn}=-\Big\langle P\!\int_0^\infty\!d\omega'\frac{B(q,\omega')}{\omega'+\Delta}\Big\rangle,\qquad \Delta=\frac{q^2}{2}-\mathbf k\cdot\mathbf q-\delta,\qquad \delta=E-\varepsilon_k .$$
The average is over directions of $\mathbf q$, and the Coulomb hole runs over all intermediate states. $\Delta$ is the recoil energy of the electron whose self-energy is computed, and $\delta=0$ on shell.

COHSEX sets $\Delta=0$, so that $C_{\rm st}=-\int B/\omega'=\tfrac12W_c(q,0)$. A particle at rest with mass $M$ has $\Delta=q^2/2M$, so the static term is the self-energy of an infinitely heavy charge. The quantity of interest is $f=C_{\rm dyn}/C_{\rm st}$ as a function of $x=q/k_F$. Where $\Delta>0$ for all directions, $B\ge0$ implies $0<f<1$. This covers $k=0$ at every $q$, and $q>2k$ on shell.

### A form suited to computation

On the imaginary axis $W_c(i\nu)=-\int2\omega'B/(\nu^2+\omega'^2)$. Partial fractions give, for $a,b>0$, $\int_0^\infty d\nu\,[(\nu^2+a^2)(\nu^2+b^2)]^{-1}=\frac{\pi}{2}(1/a-1/b)/(b^2-a^2)=\pi/[2ab(a+b)]$. Hence $\int_0^\infty\frac{d\nu}{\pi}W_c(i\nu)\,\Delta/(\Delta^2+\nu^2)=-\mathrm{sgn}\Delta\int B/(\omega'+|\Delta|)$. For $\Delta<0$, $-1/(\omega'-|\Delta|)=1/(\omega'+|\Delta|)+2\omega'/(\Delta^2-\omega'^2)$ supplies one more term:
$$-P\!\int\!\frac{B}{\omega'+\Delta}=\int_0^\infty\!\frac{d\nu}{\pi}W_c(i\nu)\frac{\Delta}{\Delta^2+\nu^2}+\theta(-\Delta)\,\mathrm{Re}\,W_c(q,|\Delta|).$$
Integrating over $\cos\theta$, with $d\Delta=-kq\,d\cos\theta$, turns the kernel into $\ln[(\Delta_+^2+\nu^2)/(\Delta_-^2+\nu^2)]/4kq$, where $\Delta_\pm=q^2/2-\delta\pm kq$. For $\Delta>0$ the dynamical term is half the average of $W_c(i\nu)$ over a Lorentzian of width $\Delta$, and the static term reads off the value at $\nu=0$, where $|W_c|$ is largest. This form was tested against direct real-axis integration over plasmon pole and continuum for six pairs $(q,k)$. The largest relative deviation, sum rules included, is $4\times10^{-10}$.

At $k=k_F$ on shell, $\Delta<0$ coincides with an occupied state, so the last term cancels the correlation part of $\Sigma_{\rm SEX}$ and $\Sigma_c$ is the line integral. That integral has an independent check. The RPA energy per volume is $\tfrac12\int\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}[\ln(1-v\chi_0)+v\chi_0]$, and its variation is $-\tfrac12W_c\,\delta\chi_0$ under the integrals. One electron added at $k_F$ changes $\chi_0(i\nu)$ by $-2\Delta/(\Delta^2+\nu^2)$, which reproduces the line integral. So $\Sigma_c(k_F)=d(n\epsilon_c^{\rm RPA})/dn$, with $\epsilon_c^{\rm RPA}$ the energy per electron, and both sides come out as $-0.05347$ Ha at $r_s=4$.

### Small wave vector

As $q\to0$ at fixed $\omega$, $1-v\chi_0\to1-\omega_p^2/\omega^2$. Its slope at the zero is $2/\omega_p$, so $B=\tfrac12v\omega_p\,\delta(\omega'-\omega_p)$. This pole gives $\int B/\omega'=v/2$, which is all of $-\tfrac12W_c(q,0)$ at leading order. The excitation energy stays finite while the recoil vanishes, and for $k=0$
$$f\simeq\frac{\omega_p}{\omega_p+q^2/2}\simeq1-\frac{q^2}{2\omega_p}.$$
The particle-hole continuum corrects this. For $u\ll1$, $\chi_0\simeq-N(1+i\pi u/2)$ and $W\simeq-1/\chi_0$, so $B\simeq u/2N$. The deficit $\Delta\int B/[\omega'(\omega'+\Delta)]\simeq\Delta\ln(qk_F/\Delta)/(2Nqk_F)$, divided by $v/2$, is of order $q^3\ln q$. At $x=0.005$ the computed $(1-f)/(q^2/2\omega_p)$ is 1.010. At $k=k_F$, $f=0.99915$ for $x=0.05$.

### Large wave vector

For large $q$, $\Delta>0$ and the imaginary axis suffices. There $|v\chi_0(i\nu)|\le|v\chi_0(0)|\simeq v\cdot2n\cdot2/q^2=4\omega_p^2/q^4$, so $W_c=v^2\chi_0[1+O(q^{-4})]$. For $q>2k_F$ no final state is blocked, and the spectrum of $v^2\chi_0$ is the Bethe ridge
$$B_0=v^2n\,\big\langle\delta(\omega'-q^2/2-qp_z)\big\rangle_p ,$$
averaged over the Fermi sphere, where $\langle p_z\rangle=0$ and $\langle p_z^2\rangle=\tfrac13\cdot\tfrac35k_F^2=k_F^2/5$. Its centroid is $q^2/2$ and its variance $q^2k_F^2/5$. The full RPA spectrum at $x=8$ gives 1.0004 and 1.0000 times these values. The excitation is one electron knocked out of the gas, and its energy grows as fast as the recoil that COHSEX neglects:
$$C_{\rm st}=-v^2n\Big\langle\frac1{q^2/2+qp_z}\Big\rangle,\qquad C_{\rm dyn}=-v^2n\Big\langle\frac1{q^2+q(p_z-k_z)-\delta}\Big\rangle .$$
The intermediate state holds two fast electrons, each with $q^2/2$, and the static denominator counts one. Expanding both as geometric series,
$$\frac1{q^2/2+qp_z}=\frac2{q^2}\Big[1-\frac{2p_z}{q}+\frac{4p_z^2}{q^2}-\dots\Big],$$
$$\frac1{q^2+q(p_z-k_z)-\delta}=\frac1{q^2}\Big[1-\frac{p_z-k_z}{q}+\frac{\delta+(p_z-k_z)^2}{q^2}-\dots\Big].$$
Odd powers of $1/q$ carry odd powers of $p_z$ or $k_z$ and vanish on averaging, as does $\langle p_zk_z\rangle$, while $\langle k_z^2\rangle=k^2/3$. The brackets become $1+4k_F^2/5q^2$ and $1+(\delta+k_F^2/5+k^2/3)/q^2$, and their ratio gives
$$f=\frac12\Big[1+\frac{c}{x^2}+O(x^{-4})\Big],\qquad c=\frac{k^2}{3k_F^2}-\frac35+\frac{\delta}{k_F^2}.$$
On shell $c=-3/5$ at $k=0$ and $-4/15$ at $k_F$, so for occupied states the overestimate $1/f$ approaches two from above. The sign changes at $k^2=9k_F^2/5$. Richardson extrapolation of the full RPA $f$ from $x=10$ and 20 confirms $c$ in five cases, among them $-0.2667$ at $k_F$, $+0.1499$ against $+0.1500$ at $k=1.5k_F$, and $-1.1000$ for $k=0$, $\delta=-0.5k_F^2$.

For $k=0$, $\delta=0$ the averages are closed: the denominators are $qk_F(z+t)$ and $qk_F(2z+t)$, so $f_0=g(2z)/g(z)$ for $z>1$. Expanding $1/(w+t)$ in $t/w$ gives $g(w)=\sum_{j\,\rm even}a_jw^{-(j+1)}$ with $a_j=4/[(j+1)(j+3)]>0$. Thus $f_0$ is a weighted mean of the numbers $2^{-(j+1)}$, with weights $a_jz^{-(j+1)}$ that move toward higher $j$ as $z$ falls. At second order in $v$, $f_0$ therefore lies below one half for $q>2k_F$ and decreases as $q$ comes down to $2k_F$. There the lower edge of the ridge, $q^2/2-qk_F$, reaches zero and enlarges the static term.

The leading screening correction follows from a ridge of zero width at $\omega_0=q^2/2$. Then $\chi_0=2n\omega_0/(\omega^2-\omega_0^2)$, and $W_c$ has its pole at $\omega_q^2=\omega_0^2+2vn\omega_0=\omega_0^2+\omega_p^2$, a shift of $\omega_p^2/q^2$. With $f=\omega_q/(\omega_q+\omega_0)$, the change is the shift over $4\omega_0$, or $+\omega_p^2/2q^4$. At $x=10$, $f-f_0=0.497004-0.496959=4.5\times10^{-5}$ against $4.4\times10^{-5}$. The density enters $f(x)$ first at this order, which is the large-$q$ ground for a single function of $q/k_F$.

### Where the factor two fails

Three changes of the ingredients were tested. A probe of mass $M$ at rest has the denominator $q^2/2+q^2/2M=q^2/2\mu$ with reduced mass $\mu=M/(M+1)$, so $f\to\mu$. At $x=40$ the computed values are 0.1999, 0.4998, 0.7999 and 0.9990 for $M=0.25$, 1, 4 and 1000. The static term is right for a heavy charge, and two is the inverse reduced mass of an electron pair.

A single-pole model has $B=(v\omega_p^2/2\omega_q)\,\delta(\omega'-\omega_q)$ by the f-sum rule, so $W_c(0)=-v\omega_p^2/\omega_q^2$ and $f=\omega_q/(\omega_q+q^2/2)$ at $k=0$. An undispersed pole, $\omega_q=\omega_p$, sends $f$ to zero: at $x=10$, $1/(1+53.16)=0.0185$. A pole fixed by the static screening has $\omega_q^2=v\omega_p^2/|W_c(0)|$ with $|W_c(0)|=v^2n(4/q^2)(1+4k_F^2/5q^2)$, hence $\omega_q=\omega_0(1-2k_F^2/5q^2)$ and $f=\tfrac12(1-k_F^2/5q^2)$. It has the right limit and $c=-1/5$ in place of $-3/5$.

### How large: jellium at $r_s=4$ and 2

At $r_s=4$, $k_F=0.47979$ bohr$^{-1}$, $\omega_p=0.21651$ Ha and $E_F=0.11510$ Ha. The reference is on-shell $G_0W_0$-RPA, which leaves out the renormalization factor, self-consistency and vertex corrections. The full set of values is in the numerical output below.

| $x$ | $f(k_F)$, $r_s=4$ | $1/f$ | $f(0)$, $r_s=4$ | $f(k_F)$, $r_s=2$ |
|---|---|---|---|---|
| 0.5 | 0.929 | 1.08 | 0.866 | 0.921 |
| 1 | 0.754 | 1.33 | 0.628 | 0.718 |
| 1.5 | 0.562 | 1.78 | 0.454 | 0.530 |
| 2 | 0.449 | 2.23 | 0.395 | 0.430 |
| 3 | 0.487 | 2.05 | 0.467 | 0.484 |
| 10 | 0.499 | 2.01 | 0.497 | 0.499 |

The fall is gradual and starts well before the recoil reaches $\omega_p$: at $k=0$ and $x=0.5$ the recoil is $0.133\,\omega_p$ and $f$ is already 0.866. At $x=1$, where $q^2/2\omega_p=0.532$, the bare plasmon estimate $1/1.532=0.653$ is close to the computed 0.628 at $k=0$, but at $x=2$ it gives $1/3.126=0.320$ against 0.395. The function is not monotonic: the lowest tabulated values are at $x=2$, where the overestimate at $k_F$ is 2.23, and the minimum lies just below, $f=0.441$ near $x=1.96$ at $k_F$ and $0.382$ near $x=1.92$ at $k=0$. The asymptotic formula gives $\tfrac12(1-0.2667/25)=0.4947$ against 0.4950 at $x=5$, but $\tfrac12(1-0.2667/4)=0.467$ against 0.449 at $x=2$, where the expansion in $1/x^2$ is at the edge of its range. Two neglected effects partly cancel there: at second order in $v$ the higher terms of the series bring $f$ down to 0.409, and screening raises it again by 0.040.

Integrated at $k_F$, the Coulomb hole is $-0.23389$ Ha static and $-0.18070$ Ha dynamical, a ratio of 1.29. Screened exchange is $-0.02730$ and $-0.02549$ Ha. The totals are $-0.26119$ Ha ($-7.11$ eV) and $-0.20619$ Ha ($-5.61$ eV), so the COHSEX error is $-0.0550$ Ha, or 27% of the $G_0W_0$ value, of which $-0.0532$ Ha is Coulomb hole and $-0.0018$ Ha screened exchange. The region $q>2k_F$ holds a share 0.1027 of the static Coulomb hole, $0.1027\times0.23389=0.0240$ Ha. With $f$ between 0.45 and 0.50 at the tabulated points there, it contributes 0.012 to 0.013 Ha of the error, about a quarter. The rest arises in the crossover below $2k_F$. A uniform factor of one half would give $-0.117$ Ha, which misses the dynamical value by $+0.064$ Ha, more than the uncorrected term does.

### The enhanced static approximation and its limits

The scheme, as applied here, keeps static screened exchange and uses $\int\frac{q^2dq}{2\pi^2}\,\tfrac12W_c(q,0)f(q/k_F)$ with $f$ taken at the Fermi surface of the gas. At $r_s=4$ with its own $f$, the result $-0.02730-0.18070=-0.20800$ Ha recovers the Coulomb hole by construction, and the remaining $-0.049$ eV is the screened-exchange error. Transfer to $r_s=2$ is the real trial. There $G_0W_0$ gives $-0.37497$ Ha, COHSEX $-0.45687$ Ha, and the scheme with the $r_s=4$ function $-0.38532$ Ha. The error falls from $-2.23$ to $-0.28$ eV. The corrected Coulomb hole is $-0.38532+0.08193=-0.30339$ Ha against $-0.29732$ Ha, too deep by 0.0061 Ha, in line with the $r_s=4$ function lying above the $r_s=2$ one for $x\le3$ in the table. Screened exchange adds 0.0043 Ha. The transfer degrades toward high density: with the same $r_s=4$ function the residual is $+0.03$ eV at $r_s=6$ and $-0.66$ eV at $r_s=1$, where COHSEX is off by $-1.16$ and $-3.13$ eV.

State dependence is not recovered. In the gas the rescaled Coulomb hole is independent of $k$, while the dynamical one is $-0.16417$ Ha at $k=0$ and $-0.18070$ Ha at $k_F$. At large $q$ this ordering follows from the term $k^2/3$ in $c$, and the table shows it at every listed $x$. With $\Sigma(0)=-0.16417-0.02856=-0.19273$ Ha, the on-shell bandwidth correction $\Sigma(k_F)-\Sigma(0)$ is $-0.0135$ Ha ($-0.37$ eV). COHSEX and the enhanced scheme both give $-0.0273+0.0328=+0.0055$ Ha ($+0.15$ eV), with the opposite sign. The on-shell figure overstates the quasiparticle narrowing: with the Fermi level aligned and the renormalization factor at the band bottom, $Z\approx0.58$, it shrinks to about $-0.21$ eV and keeps its sign. Of the $-0.0190$ Ha gap, $-0.0165$ Ha is the $k$ dependence of the Coulomb hole. At the band bottom the enhanced value $-0.03282-0.18070=-0.21352$ Ha is still 0.021 Ha too deep.

In a solid, with $W_c(\mathbf r,\mathbf r')=\sum e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}W_{c,\mathbf G\mathbf G'}(\mathbf q)e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}$, closure makes the static Coulomb hole the local potential $\tfrac12\sum W_{c,\mathbf G\mathbf G'}(\mathbf q,0)\,e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}$. To carry the rescaling over, each element can be multiplied by $f$ evaluated at a symmetric combination such as $\sqrt{|\mathbf q+\mathbf G||\mathbf q+\mathbf G'|}$, with $k_F$ replaced by a wave vector characteristic of the material. The geometric mean and the scale are an ansatz, and nothing above derives them. The limit of one half should carry over where the intermediate states are free-electron-like and the loss follows $q^2/2$, which is an expectation from the gas and has not been computed here for a solid.

For practice the gas supports four rules. Absolute level positions should not be taken from plain COHSEX, whose error at $k_F$ is $-1.5$ to $-2.2$ eV at these two densities relative to on-shell $G_0W_0$-RPA. That reference itself lies 0.4 to 0.5 eV below the correlation potential of the Perdew-Wang fit to quantum Monte Carlo energies, an error that no rescaling toward $G_0W_0$ removes. The correction should use the $q$-dependent function $f$, since the limit alone overcorrects. A function taken from a single-pole model should be checked against the full frequency dependence: at $k=0$ a static-plus-f-sum pole misses the approach to the limit and an undispersed pole misses the limit. At $k_F$ the static-plus-f-sum pole has $c=+2/15$ in place of $-4/15$, and at $r_s=4$ its integrated Coulomb hole is $-0.190$ Ha against $-0.181$ Ha, 0.26 eV too deep. Bandwidths and states far from the reference level need the dynamical self-energy, or a check against it on a smaller cell.

## Table of computed values

```
rs = 4.0 bohr, kF = 0.47979 1/bohr, n = 0.003730 1/bohr^3
wp = 0.21651 Ha, EF = 0.11510 Ha, 1 Ha = 27.2114 eV
largest relative deviation, two roads and sum rules = 4.3e-10
x=8: centroid/(q^2/2) = 1.00043, variance/(q^2 kF^2/5) = 1.00000
k=0, x=0.005: (1-f)/(q^2/2wp) = 1.0101; k=kF, x=0.05: f = 0.99915
k/kF=0.0, delta/kF^2=+0.0: c numeric = -0.6000, formula = -0.6000
k/kF=1.0, delta/kF^2=+0.0: c numeric = -0.2667, formula = -0.2667
k/kF=1.5, delta/kF^2=+0.0: c numeric = +0.1499, formula = +0.1500
k/kF=0.0, delta/kF^2=-0.5: c numeric = -1.1000, formula = -1.1000
k/kF=1.0, delta/kF^2=+0.3: c numeric = +0.0333, formula = +0.0333
k=0, x=10: f = 0.497004, g(2z)/g(z) = 0.496959, diff = 4.476e-05, wp^2/2q^4 = 4.423e-05
probe mass M=0.25 m_e, x=40: f = 0.1999, M/(M+1) = 0.2000
probe mass M=1 m_e, x=40: f = 0.4998, M/(M+1) = 0.5000
probe mass M=4 m_e, x=40: f = 0.7999, M/(M+1) = 0.8000
probe mass M=1000 m_e, x=40: f = 0.9990, M/(M+1) = 0.9990
undispersed plasmon, x=10: f = 0.0185; dispersive pole, k=0: c = -0.2000
x    f(kF,rs4)  1/f     f(0,rs4)  f(kF,rs2)  (q^2/2)/wp  (all dimensionless)
 0.25 0.9806   1.0198  0.9633    0.9795     0.033
 0.50 0.9285   1.0770  0.8656    0.9210     0.133
 1.00 0.7537   1.3268  0.6281    0.7176     0.532
 1.50 0.5623   1.7783  0.4538    0.5297     1.196
 2.00 0.4487   2.2289  0.3945    0.4302     2.126
 3.00 0.4872   2.0525  0.4665    0.4842     4.785
 5.00 0.4950   2.0203  0.4880    0.4946     13.290
10.00 0.4987   2.0053  0.4970    0.4987     53.162
rs=4, k=kF=0.47979 1/bohr, wp = 0.21651 Ha, Sigma_x = -0.15272 Ha
  Sigma_c = -0.05347 Ha, d(n ec_RPA)/dn = -0.05347 Ha
  COH static = -0.23389 Ha, dynamical = -0.18070 Ha, ratio = 1.2943
  SEX static = -0.02730 Ha, dynamical = -0.02549 Ha
  static errors: COH -0.05318 Ha, SEX -0.00181 Ha
  share of static COH from q>2kF = 0.1027
  G0W0 = -0.20619 Ha = -5.611 eV; COHSEX = -0.26119 Ha = -7.107 eV
  enhanced (f of rs=4) = -0.20800 Ha = -5.660 eV
  error COHSEX = -1.497 eV, error enhanced = -0.049 eV
rs=2, k=kF=0.95958 1/bohr, wp = 0.61237 Ha, Sigma_x = -0.30544 Ha
  Sigma_c = -0.06953 Ha, d(n ec_RPA)/dn = -0.06953 Ha
  COH static = -0.37494 Ha, dynamical = -0.29732 Ha, ratio = 1.2611
  SEX static = -0.08193 Ha, dynamical = -0.07765 Ha
  static errors: COH -0.07762 Ha, SEX -0.00428 Ha
  share of static COH from q>2kF = 0.0677
  G0W0 = -0.37497 Ha = -10.204 eV; COHSEX = -0.45687 Ha = -12.432 eV
  enhanced (f of rs=4) = -0.38532 Ha = -10.485 eV
  error COHSEX = -2.228 eV, error enhanced = -0.282 eV
rs=4, k=0: COH dynamical = -0.16417 Ha, static/dynamical = 1.4246
  SEX static = -0.03282 Ha, dynamical = -0.02856 Ha
  Sigma(kF)-Sigma(0): on-shell G0W0 -0.01346 Ha = -0.366 eV
  Sigma(kF)-Sigma(0): static or enhanced +0.00551 Ha = +0.150 eV
```
